# Dissociation limits of HD+ and electron localization at long range

**The system.** The ion HD+ has one electron, a deuteron of mass $M_d=3670.483$ and a proton of mass $M_p=1836.153$. Hartree atomic units are used, so the electron mass is 1; small energies are given in cm⁻¹. The Hamiltonian is nonrelativistic, with Coulomb forces between point particles. Hyperfine structure (roughly a few hundredths of a cm⁻¹), relativity, quantum electrodynamics and nuclear size are left out. The total angular momentum without spin is zero.

The deuteron is nucleus 1, at position $\mathbf R_1$; the proton is nucleus 2, at $\mathbf R_2$. With clamped nuclei, the two lowest electronic states are $g$ (even under inversion of the electron through the midpoint of the nuclei) and $u$ (odd). Their electronic energies are $E_g$ and $E_u$, and $G(R)=E_u-E_g>0$. Both functions are real, normalized and positive at the deuteron.

## Part (a)

**Question.** Find the energies of the two lowest dissociation limits and their splitting. How good is first order in the inverse nuclear mass?

**Answer.** The fragments are a bare nucleus at rest and a 1s atom at rest. In an atom at rest with nuclear mass $M$, the electron has momentum $\mathbf k$ and the nucleus $-\mathbf k$, so

$$H_{\rm atom}=\frac{k^2}{2}+\frac{k^2}{2M}-\frac1r=\frac{k^2}{2\mu_M}-\frac1r,\qquad \mu_M=\frac{M}{1+M}.$$

Put $\mathbf r=\mathbf x/\mu_M$. Then $k^2=-\nabla_r^2=-\mu_M^2\nabla_x^2$ and $1/r=\mu_M/x$, which gives

$$H_{\rm atom}=\mu_M\left(-\tfrac12\nabla_x^2-\frac1x\right).$$

The bracket is the hydrogen problem with a fixed nucleus, whose lowest energy is $-\tfrac12$. Hence $E=-\mu_M/2$, and

- H⁺ + D(1s): $E_D=-0.499863815$,
- D⁺ + H(1s): $E_H=-0.499727840$.

The heavier nucleus recoils less, so deuterium is bound more strongly and its limit is the lower one. The splitting is

$$\delta=E_H-E_D=\tfrac12(\mu_D-\mu_H)=1.359755\times10^{-4}\ \text{hartree}=29.84\ \text{cm}^{-1}.$$

Expanding $\mu_M=1-1/M+1/M^2-\dots$ gives

$$E=-\frac12+\frac1{2M}-\frac1{2M^2}+\dots$$

The first-order splitting is therefore

$$\delta_1=\frac12\left(\frac1{M_p}-\frac1{M_d}\right)=29.87\ \text{cm}^{-1}.$$

It exceeds $\delta$ by 0.024 cm⁻¹, or about 0.08% of $\delta$. The leading part of this excess is $\tfrac12(1/M_p^2-1/M_d^2)$.

## Part (b)

**Question.** Clamped nuclei give both limits the same energy. Use $\mathbf R=\mathbf R_1-\mathbf R_2$ and the electron position $\mathbf r$ measured from the midpoint of the nuclei to find the term that distinguishes them.

**Answer.** With the electron at $\mathbf r_e$, $\mathbf r=\mathbf r_e-\tfrac12(\mathbf R_1+\mathbf R_2)$. For zero total momentum the wave function depends on $\mathbf r$ and $\mathbf R$ alone. The chain rule gives

$$\nabla_1=\nabla_R-\tfrac12\nabla_r,\qquad \nabla_2=-\nabla_R-\tfrac12\nabla_r,\qquad \nabla_e=\nabla_r.$$

Squaring the first two,

$$\nabla_1^2=\nabla_R^2-\nabla_R\cdot\nabla_r+\tfrac14\nabla_r^2,\qquad
\nabla_2^2=\nabla_R^2+\nabla_R\cdot\nabla_r+\tfrac14\nabla_r^2 .$$

With $1/\mu=1/M_d+1/M_p$, the nuclear kinetic energy becomes

$$-\frac{\nabla_1^2}{2M_d}-\frac{\nabla_2^2}{2M_p}
=-\frac{\nabla_R^2}{2\mu}-\frac{\nabla_r^2}{8\mu}
+\frac12\left(\frac1{M_d}-\frac1{M_p}\right)\nabla_R\cdot\nabla_r .$$

Under $\mathbf r\to-\mathbf r$ at fixed $\mathbf R$, the last term changes sign and all others, including the Coulomb potential, do not. It is the term that couples $g$ to $u$, and it would vanish for equal nuclear masses.

## Part (c)

**Question.** Write $\Psi=\chi_g(\mathbf R)\,g+\chi_u(\mathbf R)\,u$ and find the long-range two-state matrix. Show that the coupling which differentiates $\chi$ dies out.

**Answer.** The nuclear kinetic energy is $\sum_i\frac1{2M_i}\int|\nabla_i\Psi|^2$. Let $s_1=1$ and $s_2=-1$. Since $\chi$ does not depend on $\mathbf r$,

$$\nabla_i\Psi=\sum_{a=g,u}\left[s_i(\nabla_R\chi_a)\,a+\chi_a\nabla_i a\right].$$

The square contains three kinds of terms.

*Both derivatives on $\chi$.* These give the ordinary radial motion with reduced mass $\mu$.

*One derivative on $\chi$.* These contain $\langle a|\nabla_i b\rangle=s_i\langle a|\nabla_Rb\rangle-\tfrac12\langle a|\nabla_rb\rangle$. For $a=b$ the first piece is half the gradient of a constant norm, and for $a\ne b$ it vanishes by parity. The second piece vanishes by parity for $a=b$. What remains is $\langle g|\nabla_r|u\rangle$, which by axial symmetry points along the molecular axis $z$.

Let $h$ be the clamped-nuclei electronic Hamiltonian. From $[h,z]=-\partial_z$,

$$-\langle g|\partial_z|u\rangle=\langle g|hz-zh|u\rangle=(E_g-E_u)\langle g|z|u\rangle,$$

so $\langle g|\partial_z|u\rangle=G\langle g|z|u\rangle$. The matrix element of $z$ approaches $R/2$, while $G$ falls exponentially, as part (d) shows. The computed values of $\langle g|\partial_z|u\rangle$ fall from $1.6\times10^{-2}$ at 8 bohr to $6\times10^{-7}$ at 20 bohr, in inverse bohr. Relative to the constant coupling found next, its size is about $2k\langle g|\partial_z|u\rangle$, with $k$ the local nuclear momentum. For motion near the dissociation limits $k$ is about 2.5 inverse bohr at 8 bohr and 1.1 at 10 bohr, which gives about 8% and under 1%. This coupling is dropped, so the model is a long-range one; below about 6 bohr the dropped term is not small beside the one kept.

*No derivative on $\chi$.* These form the matrix

$$T_{ab}=\sum_i\frac{1}{2M_i}\langle\nabla_i a|\nabla_i b\rangle .$$

At long range, neglecting the exponentially small overlap and the polarization of each atom by the other nucleus (which falls only as a power of $1/R$),

$$g=\frac{\phi_d+\phi_p}{\sqrt2},\qquad u=\frac{\phi_d-\phi_p}{\sqrt2},$$

where $\phi_d$ and $\phi_p$ are 1s functions centred on deuteron and proton. Moving the deuteron changes $\phi_d$ alone, and moving the proton changes $\phi_p$ alone. For $\phi=e^{-r}/\sqrt\pi$, with $r$ here the distance from its own nucleus, $|\nabla\phi|^2=\phi^2$, so each function has $\langle\nabla\phi|\nabla\phi\rangle=1$. Therefore

$$\langle\nabla_1g|\nabla_1u\rangle=\tfrac12,\qquad \langle\nabla_2g|\nabla_2u\rangle=-\tfrac12,$$

the minus sign coming from $-\phi_p$ in $u$. It follows that

$$T_{gu}=\frac14\left(\frac1{M_d}-\frac1{M_p}\right)=-\frac{\delta_1}{2},\qquad
T_{gg}=T_{uu}=\frac14\left(\frac1{M_d}+\frac1{M_p}\right).$$

The diagonal terms shift both states by 44.83 cm⁻¹ and do not affect localization. Integration over accurate $g$ and $u$ functions gives $-2T_{gu}=29.76$ cm⁻¹ at 8 bohr and 29.865 cm⁻¹ at 20 bohr, so the coupling is nearly constant here. Its shortfall from $\delta_1$, 0.11 cm⁻¹ at 8 bohr and 0.003 cm⁻¹ at 20 bohr, falls roughly as $R^{-4}$, not exponentially.

Two electronic states give only the first-order recoil energy $1/(2M)$ of each atom. The remainder found in part (a) comes from higher orders of perturbation theory, through excited atomic states absent from this basis. To give the model the correct limits, replace $\delta_1$ by $\delta$. With $W(R)$ the mean of the two diagonal energies, adjusted to tend to $(E_D+E_H)/2$, the model is

$$H=W+\frac12\begin{pmatrix}-G&-\delta\\-\delta&G\end{pmatrix}\qquad\text{in the basis }(g,u).$$

## Part (d)

**Question.** Express $G$ through the electronic functions on the plane midway between the nuclei, and estimate how it falls with $R$.

**Answer.** Multiply $hu=E_uu$ by $g$ and $hg=E_gg$ by $u$, then subtract. The potential cancels:

$$G\,gu=-\tfrac12\left(g\nabla^2u-u\nabla^2g\right)=-\tfrac12\nabla\cdot(g\nabla u-u\nabla g).$$

Integrate over the deuteron's half-space $z>0$. The outward normal on the midplane is $-\hat z$, and $u=0$ there, so

$$G\int_{z>0}gu\,dV=\frac12\int_{z=0}g\,\frac{\partial u}{\partial z}\,dS .$$

The left integral approaches $\tfrac12$. The right side involves only the tails of the atomic functions: $G$ measures how easily the electron passes between the nuclei.

For an estimate, insert the isolated 1s functions. On the midplane $\phi_d=\phi_p$, so $g=\sqrt2\,\phi_d$. The slopes of $\phi_d$ and $\phi_p$ are opposite, so $\partial_zu=\sqrt2\,\partial_z\phi_d=\sqrt2\,(R/2r_1)\phi_d$, where $r_1$ is the distance to the deuteron. With $\rho$ the distance from the axis, $r_1^2=\rho^2+R^2/4$ gives $\rho\,d\rho=r_1dr_1$, and

$$G\approx\int_{z=0}g\,\partial_zu\,dS
=2\int_{R/2}^{\infty}\frac{R}{2r_1}\,\frac{e^{-2r_1}}{\pi}\,2\pi r_1\,dr_1
=Re^{-R}.$$

This estimate ignores the change of each tail by the other nucleus, so its prefactor should not be trusted. Its fall from 10 to 12 bohr is a factor $(10/12)e^2=6.16$; the accurate values in part (f) give $148.73/24.23=6.14$.

## Part (e)

**Question.** Solve the two-state model and find the deuteron weight of each state. Discuss the limits.

**Answer.** Take the lower state as $\ell=\cos\theta\,g+\sin\theta\,u$. Its energy relative to $W$ is

$$\tfrac12\left(-G\cos^2\theta+G\sin^2\theta-2\delta\sin\theta\cos\theta\right)
=-\tfrac12(G\cos2\theta+\delta\sin2\theta).$$

This is smallest when the vector $(\cos2\theta,\sin2\theta)$ is parallel to $(G,\delta)$:

$$\tan2\theta=\frac{\delta}{G},\qquad \sin2\theta=\frac{\delta}{\sqrt{G^2+\delta^2}},\qquad 0<2\theta<\frac\pi2 .$$

The lower energy is $W-\tfrac12\sqrt{G^2+\delta^2}$. The matrix added to $W$ has zero trace, so the upper energy is $W+\tfrac12\sqrt{G^2+\delta^2}$.

Since $\phi_d=(g+u)/\sqrt2$, the deuteron weight of the lower state is

$$P_D=\tfrac12(\cos\theta+\sin\theta)^2=\tfrac12(1+\sin2\theta)
=\frac12\left[1+\frac{\delta}{\sqrt{G^2+\delta^2}}\right].$$

The orthogonal upper state $v=-\sin\theta\,g+\cos\theta\,u$ has deuteron weight $\tfrac12(1-\sin2\theta)=1-P_D$.

- For $G\gg\delta$, $P_D\approx\tfrac12+\delta/(2G)$: the electron is shared, and the states are nearly $g$ and $u$.
- For $G=\delta$, $P_D=\tfrac12(1+1/\sqrt2)=0.854$.
- For $G\ll\delta$, $1-P_D\approx G^2/(4\delta^2)$: the lower state has its electron on the deuteron, the upper state on the proton.

The same matrix in the basis $(\phi_d,\phi_p)$ has diagonal elements $W\mp\delta/2$ and off-diagonal element $-G/2$. Localization is thus a competition between a small energy preference for the deuteron and electron transfer between the nuclei. However small $\delta$ is, it wins at sufficiently large $R$, because $G$ decreases exponentially.

## Part (f)

**Question.** Accurate clamped-nuclei calculations give $G=870.08$, 148.73, 24.23 and 3.83 cm⁻¹ at $R=8$, 10, 12 and 14 bohr. Work out the case of 12 bohr, locate the change of character, and assess the model.

**Answer.** At 12 bohr,

$$\sqrt{G^2+\delta^2}=\sqrt{24.23^2+29.84^2}=38.44\ \text{cm}^{-1},$$

$$P_D=\frac12\left(1+\frac{29.84}{38.44}\right)=0.888 .$$

The equality $G=\delta$ occurs at $R=11.77$ bohr. For $P_D=0.99$ one needs $\sin2\theta=0.98$, hence

$$G=\delta\sqrt{\frac1{0.98^2}-1}=6.06\ \text{cm}^{-1},$$

which is reached at 13.5 bohr.

The numerical check compares the model with the full matrix of clamped-nuclei energies and computed $T_{ab}$. It also integrates the electron density of the full matrix's lower state over the deuteron's half-space:

| $R$ (bohr) | $P_D$, model | $P_D$, full matrix | electron at $z>0$ |
|---|---|---|---|
| 8 | 0.517 | 0.517 | 0.517 |
| 10 | 0.598 | 0.598 | 0.598 |
| 12 | 0.888 | 0.888 | 0.888 |
| 14 | 0.996 | 0.996 | 0.996 |

At fixed $R$ the weight therefore matches the share of the electron density on the deuteron's side. In a vibrational level the moving nuclei mix in the upper state, as part (g) shows, so the weight found near a given $R$ can differ from these values. The gaps agree to better than 0.5% of the model gap; among the computed distances the largest relative difference is 0.2% of the model gap, at 10 bohr (151.99 against 151.69 cm⁻¹). Two sources of difference can be isolated at the ends of the range. At 8 bohr the full gap is 872.0 cm⁻¹ against 870.6 in the model. Subtracting the coupling in quadrature, $\sqrt{872.01^2-29.76^2}=871.50$, leaves 1.4 cm⁻¹ above $G$; this is $T_{uu}-T_{gg}$, which the long-range model sets to zero. At 20 bohr the full gap is 29.865 cm⁻¹ against 29.843, because the full two-state matrix still lacks the higher-order recoil.

## Part (g)

**Question.** Can the nuclei be treated as moving on the lower curve alone near $G=\delta$?

**Answer.** Write the part of the wave function in these two states as $(F_\ell\,\ell+F_v\,v)/R$. Keeping the change of $\theta$ with $R$, and leaving aside the changes of $g$ and $u$ themselves, $\partial_R\ell=\theta'v$ and $\partial_Rv=-\theta'\ell$. Therefore

$$\partial_R^2(F_\ell\,\ell)=(F_\ell''-\theta'^2F_\ell)\,\ell+(2\theta'F_\ell'+\theta''F_\ell)\,v .$$

Multiplication by $-1/(2\mu)$ shows that the lower curve gains $+\theta'^2/(2\mu)$, and that a derivative coupling to the upper state appears.

Differentiating $\tan2\theta=\delta/G$ at constant $\delta$, and using $\sec^22\theta=(G^2+\delta^2)/G^2$,

$$2\theta'\,\frac{G^2+\delta^2}{G^2}=-\frac{\delta G'}{G^2}
\quad\Longrightarrow\quad
\theta'=-\frac{\delta G'}{2(G^2+\delta^2)} .$$

At $G=\delta$ the computed slope gives $\theta'=0.229$ rad/bohr. With $\mu=1223.9$,

$$\frac{\theta'^2}{2\mu}=\frac{0.2286^2}{2\times1223.9}=2.13\times10^{-5}\ \text{hartree}=4.69\ \text{cm}^{-1},$$

about 16% of $\delta$. The rotation of the basis is therefore not negligible on the scale of $\delta$, but this number is not the error of the bare lower curve. Motion on the lower curve with $\theta'^2/(2\mu)$ added restricts the wave function to $F_v=0$, so its levels are variational upper bounds to those of the coupled equations. The derivative coupling lowers them again and can cancel much of the added term, so for levels near the limits the two should be kept together. The coupled equations are better solved in the $(g,u)$ basis, where the coupling $-\delta/2$ is smooth and nearly constant.

The result of part (e) describes the states at fixed $R$. It does not say that every dissociating ion leaves its electron on the deuteron: the derivative coupling contains $F_\ell'$, which grows with nuclear momentum, and links the lower state to the upper one; how much population it transfers is not computed here. Below the upper limit, however, energy conservation leaves H⁺ + D(1s) as the one open dissociation channel.

## Table of computed values

```
proton mass M_p = 1836.152673 m_e
deuteron mass M_d = 3670.482968 m_e
reduced mass mu_H = 0.999455679 m_e
reduced mass mu_D = 0.999727630 m_e
limit H+ + D(1s): -0.499863815 hartree
limit D+ + H(1s): -0.499727840 hartree
delta = 1.359755e-04 hartree = 29.843 cm^-1
delta by diagonalization = 1.359755e-04 hartree
first-order delta_1 = 1.360867e-04 hartree = 29.868 cm^-1
delta_1 - delta = 0.0244 cm^-1
R/bohr, G/cm^-1, computed coupling splitting -2T_gu/cm^-1:
   8.0    870.07930    29.7568
  10.0    148.72925    29.8245
  12.0     24.23270    29.8474
  14.0      3.82894    29.8568
  20.0      0.01354    29.8650
R/bohr, gap/cm^-1: model, full 2x2 matrix:
   8.0    870.591    872.011
  10.0    151.694    151.988
  12.0     38.443     38.483
  14.0     30.088     30.103
  20.0     29.843     29.865
R/bohr, P_D model, P_D full matrix, electron fraction at z>0:
   8.0 0.51714 0.51706 0.51700
  10.0 0.59837 0.59811 0.59806
  12.0 0.88815 0.88780 0.88776
  14.0 0.99593 0.99592 0.99591
  20.0 1.00000 1.00000 1.00000
R/bohr, <g|d/dz|u> in 1/bohr:
   8.0 1.556e-02
  10.0 3.357e-03
  12.0 6.590e-04
  14.0 1.217e-04
  20.0 6.229e-07
mean recoil shift (1/M_p+1/M_d)/4 = 44.831 cm^-1
T_gg, T_uu at 20 bohr = 44.827, 44.827 cm^-1
G = delta at R = 11.772 bohr
P_D there: model 0.8536, full matrix 0.8531
P_D = 0.99 at R = 13.505 bohr, G there = 6.060 cm^-1
theta' at G=delta: model 0.2286, full matrix 0.2285 rad/bohr
nuclear reduced mass mu = 1223.899 m_e
theta'^2/(2 mu) at G=delta = 4.686 cm^-1
```
